# Opening Fractions That Remove Every Third Diffraction Order of a Thin Grating

## Problem

A flat mask carries a one-dimensional grating of period $p$. Each period contains one opening of width $w$ and one line of width $p-w$. The opening fraction is $f=w/p$, with $0<f<1$. Light of wavelength $\lambda$ falls on the mask at normal incidence and leaves it into air.

Treat the mask as thin: the field just behind it is the incident field multiplied by a transmission $t(x)$, equal to a constant $t_o$ in the openings and to another constant $t_l\neq t_o$ in the lines. Both constants may be complex.

(a) Find the directions and the amplitudes of the diffraction orders.

(b) Find every opening fraction for which all nonzero orders with numbers divisible by three vanish. Decide whether any other orders vanish with them.

(c) Explain the cancellation by following the phase across one opening.

(d) For opaque lines, compare the powers in the orders for the fractions found, and check that the powers add up correctly.

(e) Apply the result to a mask with $p=2400$ nm and $\lambda=193$ nm. The mask is imaged at fourfold reduction by a lens of numerical aperture 1.35 on the wafer side. Would the lens collect the third order if it were present?

(f) How strong is the third order if the opening is 10 nm too wide?

(g) A real absorber has a finite thickness. Judge how well the thin-mask result survives for an absorber 100 nm thick.

## Solution

### (a) Directions and amplitudes

Since $t(x)$ repeats with period $p$, it can be written as a Fourier series,

$$
t(x)=\sum_{m=-\infty}^{\infty}c_m e^{2\pi i m x/p},\qquad
c_m=\frac1p\int_{-p/2}^{p/2}t(x)\,e^{-2\pi i m x/p}\,dx .
$$

At normal incidence the incident field is the same at every $x$. Taking its amplitude as one, the field behind the mask is $t(x)$ itself. Each term of the series is the trace, on the mask plane, of a plane wave with transverse wave number $2\pi m/p$. A plane wave in air at angle $\theta_m$ to the normal has transverse wave number $(2\pi/\lambda)\sin\theta_m$. Equating the two gives

$$
\sin\theta_m=\frac{m\lambda}{p}.
$$

Orders with $|m|\lambda/p>1$ have no real angle. They are evanescent and do not reach the far field.

For the amplitudes, place $x=0$ at the centre of an opening, which then extends from $-w/2$ to $w/2$. Write the transmission as a uniform background $t_l$ plus an extra $t_o-t_l$ inside the opening:

$$
c_m=\frac{t_l}{p}\int_{-p/2}^{p/2}e^{-2\pi i m x/p}dx
+\frac{t_o-t_l}{p}\int_{-w/2}^{w/2}e^{-2\pi i m x/p}dx .
$$

For $m\neq0$ the first integral covers $|m|$ whole oscillations and is zero. The second is

$$
\int_{-w/2}^{w/2}e^{-2\pi i m x/p}dx
=\frac{e^{-i\pi m w/p}-e^{i\pi m w/p}}{-2\pi i m/p}
=\frac{p}{\pi m}\sin\frac{\pi m w}{p},
$$

because the numerator equals $-2i\sin(\pi m w/p)$. With $w/p=f$,

$$
c_m=(t_o-t_l)\,\frac{\sin(\pi m f)}{\pi m}\qquad(m\neq0).
$$

For $m=0$ the exponentials equal one, and the integrals are the widths $p$ and $w$:

$$
c_0=t_l+(t_o-t_l)f=f\,t_o+(1-f)\,t_l .
$$

This is the average transmission. If the opening were centred at $x_0$ instead, each $c_m$ would gain a factor $e^{-2\pi i m x_0/p}$. That factor has modulus one, so the position of the grating cannot decide whether an order vanishes.

### (b) The opening fractions

The third order must vanish. Since $t_o\neq t_l$, this requires

$$
\sin(3\pi f)=0 .
$$

A sine is zero when its argument is an integer multiple of $\pi$, so $3f=j$ with $j$ an integer. The values $j=0$ and $j=3$ give $f=0$ and $f=1$, where there is no grating. Inside the allowed range there remain

$$
\boxed{f=\tfrac13\quad\text{or}\quad f=\tfrac23}.
$$

So far only the third order has been used. For any order $m=3k$, with $k$ a nonzero integer, and $f=j/3$,

$$
\sin(\pi m f)=\sin(\pi k j)=0 .
$$

Removing the third order therefore removes the orders $\pm3,\pm6,\pm9,\dots$ together.

No other nonzero order disappears. The product $mf$ is $m/3$ for the first solution and $2m/3$ for the second. If $m$ is not divisible by three, $2m$ is not either, so $mf$ is not an integer for either solution. In fact $mf$ then lies one third away from the nearest integer, and

$$
|\sin(\pi m f)|=\sin\frac{\pi}{3}=\frac{\sqrt3}{2}.
$$

The zero order needs separate treatment, because zero is also a multiple of three. Its amplitude is the average transmission, not a sine. With opaque lines, $t_l=0$, it equals $f\,t_o$ and survives. It vanishes only if

$$
t_l=-\frac{f}{1-f}\,t_o ,
$$

which means $t_l=-t_o/2$ for $f=1/3$ and $t_l=-2t_o$ for $f=2/3$. Both cases need lines that transmit with reversed sign, and the second needs lines that transmit twice the amplitude of the openings. "Every third order" therefore means every nonzero order divisible by three.

The same argument treats other choices. To remove all nonzero multiples of an integer $q\ge2$, one needs $\sin(\pi q f)=0$, hence $f=j/q$ with $j=1,\dots,q-1$. For $q=2$ the single answer is $f=1/2$: equal lines and openings remove the even orders. They do not remove the third order. At $f=1/2$ one has $|\sin(3\pi/2)|=1$, so the third order has the largest amplitude it can have for the given $t_o$ and $t_l$.

### (c) The phase across one opening

In the direction of order $m$, contributions from points a distance $p$ apart differ in phase by $2\pi m$. All the openings therefore add in step, including in the direction of the third order. The cancellation must happen inside each opening.

In the third-order direction, two points separated by $\Delta x$ differ in phase by $2\pi\cdot3\,\Delta x/p$. For $\Delta x=p/6$ this is $\pi$, and their contributions cancel.

An opening of width $p/3$ consists of two strips of width $p/6$. Each point in the first strip cancels its partner in the second. An opening of width $2p/3$ consists of four such strips, which cancel in two pairs. The phase turns through one full cycle across the narrower opening and through two across the wider one.

If the lines transmit too, the uniform background $t_l$ adds nothing to a nonzero order, as the first integral in part (a) showed. The argument then applies to the extra field $t_o-t_l$ in the openings.

### (d) Powers for opaque lines

Set $t_o=1$ and $t_l=0$, so that amplitudes are measured relative to a fully open mask. In the thin-mask model, take $|c_m|^2$ as the relative power of order $m$. This leaves out the factor $\cos\theta_m$ that enters the power flow through the mask plane and is close to one for small angles.

For both solutions, every surviving nonzero order has $\sin^2(\pi m f)=3/4$, so

$$
|c_m|^2=\frac{3}{4\pi^2m^2}\qquad(m\neq0,\ m\text{ not divisible by }3).
$$

The nonzero orders are equally strong in the two designs. The zero orders are not: $c_0=f$ gives $|c_0|^2=1/9$ for the narrow opening and $4/9$ for the wide one.

The equality has a simple origin. Exchanging lines and openings replaces $t(x)$ by $1-t(x)$. The constant 1 affects only the zero order, and the minus sign reverses the other amplitudes without changing their size. Moving the origin to the centre of the new opening, half a period away, multiplies $c_m$ by $(-1)^m$. Together the two steps give a factor $-(-1)^m$, so odd orders keep their sign and even nonzero orders change it.

The sum of $|c_m|^2$ over all orders must equal the average of $|t(x)|^2$ over a period. This follows on multiplying the Fourier series by its complex conjugate and averaging, since every product of two different orders averages to zero. For an opaque-line mask the average is $f$.

To check this, use the known sum $\sum_{m=1}^{\infty}1/m^2=\pi^2/6$. The terms with $m=3k$ contribute one ninth of it, so the terms not divisible by three give

$$
\sum_{3\nmid m}\frac1{m^2}=\left(1-\frac19\right)\frac{\pi^2}{6}=\frac{4\pi^2}{27}.
$$

Positive and negative orders together then carry

$$
2\cdot\frac{3}{4\pi^2}\cdot\frac{4\pi^2}{27}=\frac29 .
$$

Adding the zero order gives $1/9+2/9=1/3$ in one case and $4/9+2/9=2/3$ in the other, as required. The sum includes the evanescent orders, so it describes the field just behind the mask and not the power received far away.

The choice between the solutions thus depends on the zero order wanted. The wide opening gives four times the zero-order power for the same power in each other order.

### (e) The lithography mask

The two possible openings are

$$
w=\frac{2400\ \text{nm}}3=800\ \text{nm},\qquad
w=\frac{2\times2400\ \text{nm}}3=1600\ \text{nm}.
$$

At the mask, the third order would leave at

$$
\sin\theta_3=\frac{3\times193}{2400}=0.24125,\qquad \theta_3=13.96^\circ .
$$

Fourfold reduction turns the mask period into 600 nm on the wafer. The transverse wave number of each order is multiplied by four. If $n$ is the refractive index of the medium above the wafer and $\theta'_3$ the angle there,

$$
n\sin\theta'_3=4\times0.24125=0.965 .
$$

This is below 1.35, so the lens would collect the third order if it were present. The highest order collected follows from $1.35\times600/193=4.2$: orders up to the fourth pass. The missing order is therefore a property of the mask and not a result of the lens blocking it.

The amplitudes relative to a fully open mask are:

| $m$ | $c_m$, 800 nm | $c_m$, 1600 nm |
|---|---:|---:|
| 0 | 0.3333 | 0.6667 |
| 1 | 0.2757 | 0.2757 |
| 2 | 0.1378 | −0.1378 |
| 3 | 0 | 0 |
| 4 | −0.0689 | 0.0689 |

For example, $c_1=\sin(\pi/3)/\pi=0.2757$. Negative orders have the same amplitudes, because $\sin(\pi mf)/(\pi m)$ is even in $m$. The signs follow the rule found in part (d).

A missing third order does not mean that the image intensity lacks a component of period $p/3$ (in mask dimensions). The intensity is the squared modulus of the field, so two orders whose numbers differ by three also produce that component. For fully coherent scalar imaging, with orders $-4$ to $4$ passed unchanged, its Fourier coefficient is $\sum_m c_{m+3}c_m$, the amplitudes being real. For the 800 nm opening, the pairs $(1,-2)$ and $(2,-1)$ contribute equally, as do $(4,1)$ and $(-1,-4)$:

$$
2(0.2757)(0.1378)+2(-0.0689)(0.2757)=0.038 .
$$

This is not zero. The condition removes an order of the diffracted field, which is a different matter from removing a harmonic of the image.

### (f) An error in the opening width

Let the fraction be $f=f_0+\delta f$, where $f_0=j/3$ is one of the solutions. The addition formula for the sine gives

$$
\sin(3\pi f)=\sin(\pi j)\cos(3\pi\delta f)+\cos(\pi j)\sin(3\pi\delta f)
=(-1)^j\sin(3\pi\delta f).
$$

Hence

$$
|c_3|=|t_o-t_l|\,\frac{|\sin(3\pi\delta f)|}{3\pi}
\approx |t_o-t_l|\,|\delta f|,
$$

where the last step holds for $3\pi|\delta f|\ll1$. The amplitude grows linearly with the error and the power quadratically. Both solutions are equally sensitive, and for a given size of error it does not matter whether the opening is too wide or too narrow.

For an error of 10 nm at fixed period,

$$
\delta f=\frac{10}{2400}=0.004167,\qquad |c_3|=0.004166 .
$$

The two numbers nearly agree because $3\pi\,\delta f=0.039$ is small. Relative to the ideal first-order amplitude, the third order is $0.004166/0.2757=1.5\%$. Its power is $1.7\times10^{-5}$ of that of the open mask, or about 0.02% of the first-order power. In the thin-mask model the cancellation is thus tolerant of small width errors.

### (g) An absorber of finite thickness

The thin-mask model fixes the field behind the mask by the local transmission alone. A real absorber has side walls, and light travels past them over a distance that is not small compared with the wavelength. Here the thickness is $100/193=0.52$ wavelengths.

To size the total departure from the thin-mask model, Maxwell's equations were solved for a grating of vertical-walled absorber lines on glass, lit from the glass side. The refractive indices are assumed inputs: 1.56 for the glass and $0.84+1.65i$ for a chromium-like absorber. They represent real materials at 193 nm only roughly. The method expands the fields in a finite set of diffraction orders. Extending the set from orders $-60$ to $60$ to orders $-90$ to $90$ changed the third-order amplitude by at most $1.1\times10^{-4}$.

In the table, TE means that the electric field is parallel to the lines, and TM that the magnetic field is. Amplitudes refer to that parallel field and are relative to an open mask.

| Opening, polarization | First | Third | Third/first |
|---|---:|---:|---:|
| 800 nm, TE | 0.2701 | 0.0220 | 8.1% |
| 800 nm, TM | 0.2660 | 0.0188 | 7.1% |
| 1600 nm, TE | 0.2808 | 0.0228 | 8.1% |
| 1600 nm, TM | 0.2810 | 0.0187 | 6.7% |

The first order stays within 4% of its thin-mask value of 0.2757. The third order does not vanish. Its amplitude is about 7 to 8% of the first, or roughly half a per cent in squared amplitude.

In the thin-mask model, the same third-order amplitude would need a width error of 45 to 55 nm, found by inverting the formula of part (f). For this mask the departure from the thin-mask model therefore matters about five times as much, in amplitude, as a 10 nm width error.

What has failed can be stated precisely. The order amplitudes are the Fourier coefficients of the field at the exit plane. If that field had one constant value across each drawn opening and another across each line, part (b) would force the third order to be zero. Since it is not zero, the exit field does not have this two-level form. Thickness need not be the only cause: the edges of even a very thin opaque line disturb the field near them, and the amplitudes in the table do not separate the two effects. The equivalent width error is a measure of size only. The amplitudes listed do not show whether a change of width could cancel the residue, because its phase is also needed.

Leakage through the absorber is a separate and smaller matter. A uniform film of this absorber transmits an amplitude of 0.0061 relative to the open mask, or $3.7\times10^{-5}$ in power. In the thin-mask model this is a small nonzero $t_l$. It changes the nonzero orders through the common factor $t_o-t_l$, by at most 0.6%, and leaves the zeros at $f=1/3$ and $2/3$ in place.

### The model beside a real mask

The wavelength, the reduction and the numerical aperture are typical of immersion lithography. The wafer period of 600 nm is far from the finest that such a lens can image: two orders at opposite edges of the aperture would give a period of $193/(2\times1.35)\approx71$ nm. The large period was chosen so that the third order falls inside the aperture, where its absence matters.

Real exposure tools also use oblique illumination. For a thin mask, light arriving at angle $\theta_i$ has an extra phase factor linear in $x$. This changes the directions to $\sin\theta_m=\sin\theta_i+m\lambda/p$ but leaves every $c_m$ unchanged. The opening fractions then stay the same, although the set of collected orders may change. The calculation in part (g) shows that, for the absorber assumed there, the field just behind the mask does not have one constant value in the openings and another in the lines. The residual third order of 7 to 8% applies to the stated absorber, period and normal incidence, and must be recalculated for another mask. The computed values are collected in the numerical output below.

## Calculated quantities

```
Wavelength: 193 nm
Mask period: 2400 nm
Wafer period: 600 nm
Reduction factor: 4 (dimensionless)
Numerical aperture: 1.35 (dimensionless)
Solution 1: fraction 0.333333, opening 800.0 nm
Solution 2: fraction 0.666667, opening 1600.0 nm
Third-order sine at mask: 0.24125 (dimensionless)
Third-order angle at mask: 13.96 deg
Third-order n sin(angle) at wafer: 0.965 (dimensionless)
Highest order within aperture: 4 (order number)
Thin opaque-line mask, amplitude and power relative to open mask:
  f=0.3333, m=0: amplitude 0.3333, power 0.1111
  f=0.3333, m=1: amplitude 0.2757, power 0.0760
  f=0.3333, m=2: amplitude 0.1378, power 0.0190
  f=0.3333, m=3: amplitude 0.0000, power 0.0000
  f=0.3333, m=4: amplitude -0.0689, power 0.0047
  f=0.6667, m=0: amplitude 0.6667, power 0.4444
  f=0.6667, m=1: amplitude 0.2757, power 0.0760
  f=0.6667, m=2: amplitude -0.1378, power 0.0190
  f=0.6667, m=3: amplitude 0.0000, power 0.0000
  f=0.6667, m=4: amplitude 0.0689, power 0.0047
Opening error: 10 nm; delta f: 0.004167
Third-order amplitude from this error: 0.004166 (relative)
Third-order power from this error: 1.735e-05 (relative)
Absorber thickness: 100 nm
Rough glass index: 1.56 (dimensionless)
Rough absorber index: 0.84 + 1.65i (dimensionless)
Absorber leakage amplitude: 0.00612 (relative to open mask)
Absorber leakage power: 3.74e-05 (relative to open mask)
Finite-thickness mask, amplitudes relative to open mask:
  TE: electric field along lines; TM: magnetic field along lines
  f=0.3333, TE: first 0.2701, third 0.0220, third/first 8.1 %
    same third order in thin model: width error 53 nm
  f=0.3333, TM: first 0.2660, third 0.0188, third/first 7.1 %
    same third order in thin model: width error 45 nm
  f=0.6667, TE: first 0.2808, third 0.0228, third/first 8.1 %
    same third order in thin model: width error 55 nm
  f=0.6667, TM: first 0.2810, third 0.0187, third/first 6.7 %
    same third order in thin model: width error 45 nm
Largest third-amplitude truncation change: 1.1e-04 (relative)
```
